# Two Flipped Spins in the Heisenberg Ferromagnetic Chain: verification in Python

```python
"""Two flipped spins in the spin-half Heisenberg ferromagnetic chain.

H = -J sum_n (S_n.S_{n+1} - 1/4), J > 0, energies from the polarized state.
K = total momentum (site spacing 1), c = cos(K/2), r = distance of the flips.
Result under test: for K != 0 there is one bound pair, of energy J(1 - c^2),
lying J(1 - c)^2 below the two-magnon continuum 2J(1 - c cos q).
With longitudinal exchange Delta*J the separation is J(Delta - c)^2/Delta,
and the pair exists only for c < Delta.
All tests use J = 1; the worked example is in meV, nm, K and T.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigvalsh_tridiagonal
from scipy.sparse import coo_matrix


def pair_lookup(n_sites):
    """Table giving the basis index of the unordered pair of flipped sites."""
    first, second = np.triu_indices(n_sites, 1)
    table = np.full((n_sites, n_sites), -1)
    table[first, second] = np.arange(len(first))
    table[second, first] = np.arange(len(first))
    return table


def pair_hamiltonian(n_sites, bonds):
    """Two-flip Hamiltonian; each bond is (site, site, exchange, Delta)."""
    table = pair_lookup(n_sites)
    sites = np.arange(n_sites)
    rows, cols, vals = [], [], []
    for i, j, exchange, delta in bonds:
        other = sites[(sites != i) & (sites != j)]
        p, q = table[i, other], table[j, other]
        ones = np.ones(len(other))
        rows += [p, q, p, q]
        cols += [p, q, q, p]
        vals += [0.5 * exchange * delta * ones] * 2 + [-0.5 * exchange * ones] * 2
    size = n_sites * (n_sites - 1) // 2
    entries = (np.concatenate(rows), np.concatenate(cols))
    return coo_matrix((np.concatenate(vals), entries), shape=(size, size)).tocsr()


def ring_bonds(n_sites, delta=1.0, second_neighbour=0.0):
    bonds = [(n, (n + 1) % n_sites, 1.0, delta) for n in range(n_sites)]
    if second_neighbour != 0.0:
        bonds += [(n, (n + 2) % n_sites, second_neighbour, 1.0)
                  for n in range(n_sites)]
    return bonds


def momentum_basis(n_sites, m):
    """Pair states of total momentum 2 pi m / n_sites on an odd ring."""
    K = 2 * np.pi * m / n_sites
    half = (n_sites - 1) // 2
    n, r = np.meshgrid(np.arange(n_sites), np.arange(1, half + 1), indexing="ij")
    rows = pair_lookup(n_sites)[n, (n + r) % n_sites]
    vals = np.exp(1j * K * (n + r / 2)) / np.sqrt(n_sites)
    shape = (n_sites * half, half)
    return K, coo_matrix((vals.ravel(), (rows.ravel(), (r - 1).ravel())),
                         shape=shape).tocsr()


def solve_sector(hamiltonian, n_sites, m):
    K, basis = momentum_basis(n_sites, m)
    image = hamiltonian @ basis
    block = (basis.conj().T @ image).toarray()
    leak = abs(image - basis @ coo_matrix(block).tocsr()).max()
    assert leak < 1e-12
    energies, vectors = np.linalg.eigh(block)
    return K, energies, vectors


# Bond rule and one-magnon energies from spin matrices in the full space
n_small = 7
sx = np.array([[0, 1], [1, 0]]) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5])


def site_operator(matrix, site):
    return np.kron(np.kron(np.eye(2**site), matrix),
                   np.eye(2**(n_small - 1 - site)))


def full_hamiltonian(delta):
    total = np.zeros((2**n_small, 2**n_small), dtype=complex)
    for n in range(n_small):
        nxt = (n + 1) % n_small
        total -= site_operator(sx, n) @ site_operator(sx, nxt)
        total -= site_operator(sy, n) @ site_operator(sy, nxt)
        total -= delta * (site_operator(sz, n) @ site_operator(sz, nxt)
                          - np.eye(2**n_small) / 4)
    return total


bit = 2**(n_small - 1 - np.arange(n_small))
first, second = np.triu_indices(n_small, 1)
pair_states = bit[first] + bit[second]
for delta in (1.0, 0.8):
    from_spins = full_hamiltonian(delta)[np.ix_(pair_states, pair_states)]
    from_bonds = pair_hamiltonian(n_small, ring_bonds(n_small, delta)).toarray()
    assert np.allclose(from_spins, from_bonds, atol=1e-13)
one_flip = np.linalg.eigvalsh(full_hamiltonian(1.0)[np.ix_(bit, bit)])
momenta = 2 * np.pi * np.arange(n_small) / n_small
assert np.allclose(one_flip, np.sort(1 - np.cos(momenta)), atol=1e-12)

# Bound pair, continuum, phase shift and pair size on a large ring
n_ring = 401
ring = pair_hamiltonian(n_ring, ring_bonds(n_ring))
distance = np.arange(1, (n_ring - 1) // 2 + 1)
k_scan = np.linspace(-np.pi, np.pi, 200001)
worst_energy = 0.0
for m in (40, 100, 150, 200):
    K, energies, vectors = solve_sector(ring, n_ring, m)
    c = np.cos(K / 2)
    edge = np.min(2 - np.cos(K / 2 + k_scan) - np.cos(K / 2 - k_scan))
    assert abs(edge - 2 * (1 - c)) < 1e-10
    worst_energy = max(worst_energy, abs(energies[0] - (1 - c**2)))
    assert abs(edge - energies[0] - (1 - c)**2) < 1e-7
    assert energies[1] > edge - 1e-10          # only one state below
    assert energies[-1] < 2 * (1 + c) + 1e-10  # none above
    weights = abs(vectors[:, 0])**2
    assert abs(weights[0] - (1 - c**2)) < 1e-6
    assert abs(weights @ distance - 1 / (1 - c**2)) < 1e-5
    trial = c**(distance - 1.0)
    trial /= np.linalg.norm(trial)
    assert abs(abs(np.vdot(trial, vectors[:, 0])) - 1) < 1e-7
    for level in (20, 90, 160):
        q = np.arccos((2 - energies[level]) / (2 * c))
        phase = np.arctan2(np.sin(q), c - np.cos(q))
        wave = np.sin(q * distance + phase)
        wave /= np.linalg.norm(wave)
        assert abs(abs(np.vdot(wave, vectors[:, level])) - 1) < 1e-7
    # scattering states, normalized per unit q, carry the rest of r = 1

    def scattering_weight(q):
        phase = np.arctan2(np.sin(q), c - np.cos(q))
        return 2 / np.pi * np.sin(q + phase)**2

    continuum_weight = quad(scattering_weight, 0, np.pi, epsabs=1e-11)[0]
    assert abs(continuum_weight + weights[0] - 1) < 1e-6
assert worst_energy < 1e-7

# Zone boundary K = pi: alternating neighbour pairs have energy J exactly
n_even = 12
even_ring = pair_hamiltonian(n_even, ring_bonds(n_even))
even_table = pair_lookup(n_even)
for separation, expected in ((1, 1.0), (2, 2.0), (3, 2.0)):
    state = np.zeros(n_even * (n_even - 1) // 2, dtype=complex)
    for n in range(n_even):
        state[even_table[n, (n + separation) % n_even]] = np.exp(1j * np.pi * n)
    assert np.allclose(even_ring @ state, expected * state, atol=1e-12)

# Small momentum: long half-line for the relative motion
K_small = 0.1
c_small = np.cos(K_small / 2)
length = 20000
diagonal = np.full(length, 2.0)
diagonal[0] = 1.0
lowest = eigvalsh_tridiagonal(diagonal, np.full(length - 1, -c_small),
                              select="i", select_range=(0, 1))
gap_small = 2 * (1 - c_small) - lowest[0]
assert abs(gap_small / (1 - c_small)**2 - 1) < 1e-5
assert abs(gap_small / (K_small**4 / 64) - 1) < 1e-3
assert lowest[1] > 2 * (1 - c_small)

# Anisotropy: formula above the threshold momentum, no pair below it
for delta in (0.99, 1.01):
    aniso_ring = pair_hamiltonian(n_ring, ring_bonds(n_ring, delta))
    K, energies, _ = solve_sector(aniso_ring, n_ring, 100)
    c = np.cos(K / 2)
    assert abs(2 * (delta - c) - energies[0] - (delta - c)**2 / delta) < 1e-8
    if delta < 1:
        K, energies, _ = solve_sector(aniso_ring, n_ring, 10)
        assert np.cos(K / 2) > delta
        assert energies[0] > 2 * (delta - np.cos(K / 2)) - 1e-11

# Interchain coupling: energy of a pair kept on one chain of a 3 x 3 array
n_chain, coupling = 9, 0.05
chain = pair_hamiltonian(n_chain, ring_bonds(n_chain))
K, energies, vectors = solve_sector(chain, n_chain, 4)
_, basis = momentum_basis(n_chain, 4)
chain_state = basis @ vectors[:, 0]
array_bonds = []
for x in range(3):
    for y in range(3):
        start = n_chain * (x + 3 * y)
        right = n_chain * ((x + 1) % 3 + 3 * y)
        upper = n_chain * (x + 3 * ((y + 1) % 3))
        for n in range(n_chain):
            array_bonds += [(start + n, start + (n + 1) % n_chain, 1.0, 1.0),
                            (start + n, right + n, coupling, 1.0),
                            (start + n, upper + n, coupling, 1.0)]
array = pair_hamiltonian(9 * n_chain, array_bonds)
array_table = pair_lookup(9 * n_chain)
array_state = np.zeros(array.shape[0], dtype=complex)
first, second = np.triu_indices(n_chain, 1)
for number in range(9):
    shift = n_chain * number
    array_state[array_table[first + shift, second + shift]] = chain_state / 3
trial_energy = np.vdot(array_state, array @ array_state).real
assert abs(trial_energy - energies[0] - 4 * coupling) < 1e-12

# Worked example: rough values for a copper-halide ferromagnetic chain
J = 10.0            # meV
spacing = 0.3       # nm
g_factor = 2.0
temperature = 2.0   # K
field = 5.0         # T
meV = 1e-3 * const.e
mu_B = const.physical_constants["Bohr magneton"][0]
thermal = const.k * temperature / meV
zeeman = g_factor * mu_B * field / meV
print(f"Exchange J = {J:.1f} meV = {J * meV / const.k:.1f} K")
print(f"Site spacing = {spacing:.2f} nm, g = {g_factor:.1f}")
print(f"Temperature = {temperature:.1f} K, field = {field:.1f} T")
print(f"Largest ring error of pair energy = {worst_energy:.1e} J")
print(f"Ring size in that test = {n_ring} sites")
print("K/pi, c, pair energy, continuum bottom, top, separation (meV):")
for fraction in (0.25, 0.5, 0.75, 1.0):
    c = np.cos(np.pi * fraction / 2)
    print(f"  {fraction:.2f}  {c:.4f}  {J * (1 - c**2):.4f}  "
          f"{2 * J * (1 - c):.4f}  {2 * J * (1 + c):.4f}  {J * (1 - c)**2:.4f}")
print("K/pi, mean distance of the flips (sites, nm):")
for fraction in (0.25, 0.5, 0.75, 1.0):
    size = 1 / (1 - np.cos(np.pi * fraction / 2)**2)
    print(f"  {fraction:.2f}  {size:.3f}  {size * spacing:.3f}")
c_half = np.cos(np.pi / 4)
gap_half = J * (1 - c_half)**2
print(f"Separation at K = pi/2 = {gap_half:.4f} meV"
      f" = {gap_half * meV / const.h / 1e9:.1f} GHz")
print(f"Half-line separation at K = {K_small:.1f}: {gap_small:.4e} J")
print(f"K^4/64 at the same K: {K_small**4 / 64:.4e}")

print("Effects left out of the model:")
for delta in (0.99, 1.01):
    print(f"  Delta = {delta:.2f}: separation at K = pi/2 = "
          f"{J * (delta - c_half)**2 / delta:.4f} meV")
K_lost = 2 * np.arccos(0.99)
print(f"  Delta = 0.99: no pair for |K| below {K_lost:.4f} rad"
      f" = {K_lost / np.pi:.4f} pi")
interchain = 1e-3 * J
K_safe = 2 * np.arccos(1 - np.sqrt(4 * interchain / J))
print(f"  Interchain J' = {interchain:.3f} meV raises trial pair by "
      f"{4 * interchain:.3f} meV")
print(f"  Pair then assured for |K| above {K_safe:.4f} rad"
      f" = {K_safe / np.pi:.4f} pi")
second_exchange = -0.02
extended = pair_hamiltonian(n_ring, ring_bonds(n_ring, 1.0, second_exchange))
K, energies, _ = solve_sector(extended, n_ring, 100)
k_one, k_two = K / 2 + k_scan, K / 2 - k_scan
extended_edge = np.min(2 - np.cos(k_one) - np.cos(k_two) + second_exchange
                       * (2 - np.cos(2 * k_one) - np.cos(2 * k_two)))
print(f"  Second-neighbour exchange {second_exchange * J:.2f} meV, "
      f"K = {K / np.pi:.4f} pi:")
print(f"    separation {J * (extended_edge - energies[0]):.4f} meV, "
      f"without it {J * (1 - np.cos(K / 2))**2:.4f} meV")
moment = g_factor * mu_B / 2
dipolar = const.mu_0 * moment**2 / (4 * np.pi * (spacing * 1e-9)**3) / meV
print(f"  Dipolar energy scale of neighbours = {dipolar:.5f} meV")
print(f"  Thermal energy kT = {thermal:.4f} meV")
print(f"  Zeeman energy per flip = {zeeman:.4f} meV")


def occupation(k):
    return 1 / np.expm1((J * (1 - np.cos(k)) + zeeman) / thermal)


density = quad(occupation, 0, np.pi, points=[0.1, 0.3, 1.0])[0] / np.pi
print(f"  Thermal magnons per site = {density:.3e}, "
      f"one per {1 / density:.0f} sites")
print("no test failed")
```

Output:

```
Exchange J = 10.0 meV = 116.0 K
Site spacing = 0.30 nm, g = 2.0
Temperature = 2.0 K, field = 5.0 T
Largest ring error of pair energy = 2.0e-11 J
Ring size in that test = 401 sites
K/pi, c, pair energy, continuum bottom, top, separation (meV):
  0.25  0.9239  1.4645  1.5224  38.4776  0.0579
  0.50  0.7071  5.0000  5.8579  34.1421  0.8579
  0.75  0.3827  8.5355  12.3463  27.6537  3.8108
  1.00  0.0000  10.0000  20.0000  20.0000  10.0000
K/pi, mean distance of the flips (sites, nm):
  0.25  6.828  2.049
  0.50  2.000  0.600
  0.75  1.172  0.351
  1.00  1.000  0.300
Separation at K = pi/2 = 0.8579 meV = 207.4 GHz
Half-line separation at K = 0.1: 1.5618e-06 J
K^4/64 at the same K: 1.5625e-06
Effects left out of the model:
  Delta = 0.99: separation at K = pi/2 = 0.8084 meV
  Delta = 1.01: separation at K = pi/2 = 0.9084 meV
  Delta = 0.99: no pair for |K| below 0.2831 rad = 0.0901 pi
  Interchain J' = 0.010 meV raises trial pair by 0.040 meV
  Pair then assured for |K| above 0.7151 rad = 0.2276 pi
  Second-neighbour exchange -0.20 meV, K = 0.4988 pi:
    separation 0.8007 meV, without it 0.8498 meV
  Dipolar energy scale of neighbours = 0.00199 meV
  Thermal energy kT = 0.1723 meV
  Zeeman energy per flip = 0.5788 meV
  Thermal magnons per site = 1.872e-03, one per 534 sites
no test failed
```
